# The Englisch density: finite kinetic energy and a non-integrable potential: verification in Python

```python
# Englisch density n=(a+b|x|^s)^2, s=alpha+1/2, 1D, hartree atomic units.
# Under test, for 0<alpha<1/2: T=int n'^2/(8n) is finite (it diverges for alpha<=0),
# v-E=(sqrt n)''/(2 sqrt n) is not locally integrable:
#   I(eps)=int_{eps<|x|<R}|v-E| ~ g=(b s/a) eps^(alpha-1/2).
# Global model psi=C f exp(-x^2/2), f=a+b|x|^s, v=x^2/2+f''/(2f)-x f'/f, E=1/2.
# v_eps = v for |x|>eps, 0 inside: ground energy -> -infinity (about -g^2/2);
# v_eps + g*delta(x): ground energy -> 1/2 with error C^2 b^2 s(1-s) eps^(2 alpha).
import math, cmath
import numpy as np, sympy as sp, mpmath as mp
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.linalg import eigh_tridiagonal
from scipy.constants import physical_constants
HA_EV = physical_constants['Hartree energy in eV'][0]

# ---- definitions, differentiated symbolically (x>0; all integrands are even)
x, A, B, AL, X, Y, Z = sp.symbols('x A B AL X Y Z', positive=True)
S = AL + sp.Rational(1, 2)
n_l = (A + B*x**S)**2
n_g = n_l*sp.exp(-x**2)
lam = lambda e: sp.lambdify((x, A, B, AL), e, 'math')
tau = lambda n: sp.diff(n, x)**2/(8*n)
pot = lambda n: sp.diff(sp.sqrt(n), x, 2)/(2*sp.sqrt(n))
tau_l, pot_l, den_l, dn_l = lam(tau(n_l)), lam(pot(n_l)), lam(n_l), lam(sp.diff(n_l, x))
tau_g, pot_g, den_g = lam(tau(n_g)), lam(pot(n_g)), lam(n_g)
def lap_ratio(p):
    return sp.lambdify((X, Y, Z, A, B, AL),
                       sum(sp.diff(p, q, 2) for q in (X, Y, Z))/(2*p), 'math')
rad3 = lap_ratio(A + B*sp.sqrt(X**2 + Y**2 + Z**2)**S)
car3 = lap_ratio((A + B*X**S)*sp.exp(-(Y**2 + Z**2)/2))

def logquad(F, lo, hi):
    """int_lo^hi F dx with x=exp(t)"""
    t0, t1 = math.log(lo), math.log(hi)
    e = np.linspace(t0, t1, int((t1 - t0)/4) + 2)
    return sum(quad(lambda t: F(math.exp(t))*math.exp(t), p, q, epsabs=1e-14,
                    epsrel=1e-11, limit=200)[0] for p, q in zip(e[:-1], e[1:]))
close = lambda p, q, r: abs(p - q) <= r*max(abs(p), abs(q))

# ---- derived formulas
f = lambda y, a, b, al: a + b*y**(al + .5)
fp = lambda y, a, b, al: b*(al + .5)*y**(al - .5)
v_loc = lambda y, a, b, al: b*(al + .5)*(al - .5)*y**(al - 1.5)/(2*f(y, a, b, al))
v_glob = lambda y, a, b, al: y*y/2 + v_loc(y, a, b, al) - y*fp(y, a, b, al)/f(y, a, b, al)
gee = lambda e, a, b, al: abs(b)*(al + .5)/a*e**(al - .5)
G = lambda p: math.gamma((p + 1)/2)
def C2(a, b, al):
    s = al + .5
    return 1/(a*a*G(0) + 2*a*b*G(s) + b*b*G(2*s))
def T_glob(a, b, al):
    s = al + .5
    return C2(a, b, al)/2*(b*b*s*s*math.gamma(al) + a*a*G(2) + b*b*G(2*s + 2)
                           - 2*a*b*s*G(s) - 2*b*b*s*G(2*s) + 2*a*b*G(s + 2))
Tcut = lambda e, R, *p: 2*logquad(lambda y: tau_l(y, *p), e, R)
Icut = lambda e, R, *p: 2*logquad(lambda y: abs(pot_l(y, *p)), e, R)
Vcut = lambda e, R, *p: 2*logquad(lambda y: pot_l(y, *p)*den_l(y, *p), e, R)

R = 1.0
P = (1.0, 1.0, 0.25)
P2 = (1.3, 0.7, 0.15)
for p in (P, P2):
    a, b, al = p; s = al + .5; tiny = math.exp(-20/al)
    for y in (1e-5, 0.3, 2.0):
        assert close(pot_l(y, *p), v_loc(y, *p), 1e-12)
        assert close(pot_g(y, *p) + .5, v_glob(y, *p), 1e-10)
    sq = lambda y: mp.sqrt((a + b*abs(y)**s)**2)
    assert close(float(mp.diff(sq, -0.3, 2)/(2*sq(-0.3))), v_loc(.3, *p), 1e-9)
    assert close(Tcut(tiny, 0.8, *p), b*b*s*s*0.8**(2*al)/(2*al), 1e-9)
    for e in (1e-3, 1e-9):
        u = lambda y: fp(y, *p)/f(y, *p)
        I = Icut(e, R, *p)
        assert close(I, u(e) - u(R) - logquad(lambda y: u(y)**2, e, R), 1e-9)
        assert I >= b*s*(e**(s - 1) - R**(s - 1))/f(R, *p)
        assert close(Vcut(e, R, *p), f(R, *p)*fp(R, *p) - f(e, *p)*fp(e, *p)
                     - b*b*s*s*(R**(2*al) - e**(2*al))/(2*al), 1e-9)
    slope = math.log(Icut(1e-20, R, *p)/Icut(1e-16, R, *p))/math.log(1e-4)
    assert abs(slope - (al - .5)) < 1e-3
    assert close(Icut(1e-20, R, *p), gee(1e-20, *p), 1e-4)
    assert close(dn_l(1e-12, *p), 2*a*b*s*1e-12**(s - 1), 1e-6)
    assert close(1/(2*logquad(lambda y: den_g(y, *p), 1e-20, 9.)), C2(*p), 1e-9)
    assert close(C2(*p)*2*logquad(lambda y: tau_g(y, *p), tiny, 9.), T_glob(*p), 1e-9)
    r = math.sqrt(.01 + .04 + .09)
    assert close(rad3(.1, .2, .3, *p), b*s*(s + 1)*r**(s - 2)/(2*f(r, *p)), 1e-11)
    assert close(car3(1e-3, .2, .3, *p), v_loc(1e-3, *p) + (.13 - 2)/2, 1e-11)
# boundary and control cases
T0dec = Tcut(1e-7, R, 1., 1., 0.) - Tcut(1e-6, R, 1., 1., 0.)
assert close(T0dec, math.log(10)/4, 1e-8)
assert close(Tcut(1e-8, R, 1.3, .7, -.2), .49*.09*(1 - 1e-8**-.4)/(-.4), 1e-9)
assert close(Icut(1e-20, R, 1., -.3, .25), gee(1e-20, 1., -.3, .25), 1e-4)
assert pot_l(1e-3, 1., -.3, .25) > 0
I_ctrl = Icut(1e-20, R, 1., 1., 1.)
assert abs(Icut(1e-30, R, 1., 1., 1.) - I_ctrl) < 1e-8
c3 = 1/math.sqrt(3)
L32 = lambda e: 4*math.pi*logquad(lambda r: abs(rad3(r*c3, r*c3, r*c3, *P))**1.5*r*r, e, R)
assert abs(L32(1e-12) - L32(1e-16)) < 1e-8

# ---- ground energies by Riccati shooting, w=phi'/phi
def w_outer(v, E, eps):
    xm = min(6.0, 30/math.sqrt(max(-2*E, 1e-9)))
    def rhs(t, w):
        y = math.exp(t)
        return [y*(2*(v(y) - E) - w[0]**2)]
    sol = solve_ivp(rhs, (math.log(xm), math.log(eps)), [-math.sqrt(2*(v(xm) - E))],
                    method='DOP853', rtol=1e-10, atol=1e-11)
    return sol.y[0, -1]
def w_inner(E, eps, g):
    k = cmath.sqrt(-2*E) if E != 0 else 1e-12
    ch, sh = cmath.cosh(k*eps), cmath.sinh(k*eps)
    return ((k*sh + g*ch)/(ch + g*sh/k)).real
def E0(eps, p, delta):
    g = gee(eps, *p); v = lambda y: v_glob(y, *p)
    gd = g if delta else 0.0
    lo, hi = (0.3, 0.7) if delta else (-g*g - 1, 0.5)
    return brentq(lambda E: w_outer(v, E, eps) - w_inner(E, eps, gd), lo, hi,
                  xtol=1e-10, rtol=1e-10)
def E0_grid(eps, p, delta, h=0.002, N=3000):
    y = (np.arange(N) + .5)*h
    d = 1/h**2 + np.where(y > eps, v_glob(y, *p), 0.0)
    g = gee(eps, *p) if delta else 0.0
    d[0] -= (1 - g*h/2)/(1 + g*h/2)/(2*h*h)
    return eigh_tridiagonal(d, -np.ones(N - 1)/(2*h*h), eigvals_only=True,
                            select='i', select_range=(0, 0))[0]
grid_check = [(E0(.1, P, dl), E0_grid(.1, P, dl)) for dl in (False, True)]
for Es, Eg in grid_check:
    assert abs(Es - Eg) < 5e-5          # O(h^2) grid error
# an integrable singularity -|x|^(-1/2) leaves phi'/phi bounded at the origin
vint = lambda y: y*y/2 - y**-.5
w8, w12 = w_outer(vint, -1., 1e-8), w_outer(vint, -1., 1e-12)
assert close(w8 - w12, -4*(1e-4 - 1e-6), 1e-2)
# alpha=1/2: potential needs (b/a) delta
Ph = (1.3, 0.7, 0.5)
assert abs(E0(1e-6, Ph, True) - .5) < 1e-5 and E0(1e-6, Ph, False) < .45

a, b, al = P; s = al + .5; c2 = C2(*P); Tg = T_glob(*P)
coll = []
for e in (1e-4, 1e-8, 1e-12):
    Hq = Tg + c2*2*logquad(lambda y: (pot_g(y, *P) + .5)*den_g(y, *P), e, 9.)
    Tin = c2*2*logquad(lambda y: tau_g(y, *P), 1e-45, e)
    Nin = c2*2*logquad(lambda y: den_g(y, *P), 1e-45, e)
    Hf = Tin + (1 - Nin)/2 - c2*math.exp(-e*e)*f(e, *P)*(fp(e, *P) - e*f(e, *P))
    assert close(Hq, Hf, 1e-8)
    Ee = E0(e, P, False)
    assert Ee <= Hq
    coll.append((e, Hq, Ee, -gee(e, *P)**2/2))
dev = [abs(c[2]/c[3] - 1) for c in coll]
assert dev[0] > dev[1] > dev[2] and dev[2] < 0.03   # well has a slow |x|^(s-2) tail
shift = lambda e, p: C2(*p)*p[1]**2*(p[2] + .5)*(.5 - p[2])*e**(2*p[2])
ren = [(e, E0(e, P, True), shift(e, P)) for e in (1e-2, 1e-4, 1e-6)]
assert close(ren[2][1] - .5, ren[2][2], 5e-3)
assert close(E0(1e-6, P2, True) - .5, shift(1e-6, P2), 5e-3)

print(f"alpha = {al}, s = {s}, a = {a} bohr^-1/2, b = {b} bohr^-5/4, R = {R} bohr")
print(f"local T (quadrature) = {Tcut(1e-35, R, *P):.6f} hartree")
print(f"local T (formula) = {b*b*s*s*R**(2*al)/(2*al):.6f} hartree")
for e in (1e-4, 1e-8):
    print(f"T(eps={e:.0e} bohr) = {Tcut(e, R, *P):.6f} hartree")
print(f"alpha=0 (b=1 bohr^-1): growth of T per decade of eps = {T0dec:.6f} hartree")
print(f"coefficient b s (s-1)/(2a) = {b*s*(s-1)/(2*a):.6f} hartree bohr^5/4")
for y in (1e-2, 1e-4, 1e-8):
    print(f"x={y:.0e} bohr: v-E = {pot_l(y, *P):.6g} hartree, n' = {dn_l(y, *P):.6g} bohr^-2")
print(f"u(R) = {fp(R, *P)/f(R, *P):.6f} bohr^-1")
print(f"int_0^R u^2 = {logquad(lambda y: (fp(y, *P)/f(y, *P))**2, 1e-35, R):.6f} bohr^-1")
for e in (1e-4, 1e-8, 1e-12):
    lb = b*s*(e**(s - 1) - R**(s - 1))/f(R, *P)
    print(f"eps={e:.0e} bohr: I = {Icut(e, R, *P):.4f}, g = {gee(e, *P):.4f}, bound = {lb:.4f} hartree bohr")
    print(f"eps={e:.0e} bohr: int (v-E) n = {Vcut(e, R, *P):.4f} hartree")
sl = math.log(Icut(1e-20, R, *P)/Icut(1e-16, R, *P))/math.log(1e-4)
print(f"log-log slope of I between 1e-16 and 1e-20 bohr = {sl:.5f}")
print(f"control alpha=1 (a=b=1): converged I = {I_ctrl:.6f} hartree bohr")
print(f"3D radial reading: int |v-E|^1.5 d3r = {L32(1e-16):.6f} hartree^1.5 bohr^3")
print(f"v=x^2/2-|x|^-1/2, E=-1 hartree: w(1e-8)={w8:.6f}, w(1e-12)={w12:.6f} bohr^-1")
print(f"Gamma(alpha) = {math.gamma(al):.6f}, G(0) = {G(0):.6f}, G(2) = {G(2):.6f}")
print(f"G(s) = {G(s):.6f}, G(2s) = {G(2*s):.6f}, G(s+2) = {G(s+2):.6f}, G(2s+2) = {G(2*s+2):.6f}")
print(f"C^2 = {c2:.6f}, 1/C^2 = {1/c2:.6f} (dimensionless)")
print(f"global T = {Tg:.6f} hartree = {Tg*HA_EV:.4f} eV")
print(f"eps=0.1 bohr, no delta: shooting {grid_check[0][0]:.5f}, grid {grid_check[0][1]:.5f} hartree")
print(f"eps=0.1 bohr, with delta: shooting {grid_check[1][0]:.5f}, grid {grid_check[1][1]:.5f} hartree")
for e, Hq, Ee, Ed in coll:
    print(f"eps={e:.0e} bohr: <H_eps> = {Hq:.4f}, E0 = {Ee:.6g}, -g^2/2 = {Ed:.6g} hartree")
    print(f"eps={e:.0e} bohr: E0/(-g^2/2) = {Ee/Ed:.4f}")
for e, Ee, sh in ren:
    print(f"eps={e:.0e} bohr, with g delta: E = {Ee:.7f}, E-1/2 = {Ee-.5:.4e}, predicted {sh:.4e} hartree")
print("tests ok")
```

It prints:

```
alpha = 0.25, s = 0.75, a = 1.0 bohr^-1/2, b = 1.0 bohr^-5/4, R = 1.0 bohr
local T (quadrature) = 1.125000 hartree
local T (formula) = 1.125000 hartree
T(eps=1e-04 bohr) = 1.113750 hartree
T(eps=1e-08 bohr) = 1.124888 hartree
alpha=0 (b=1 bohr^-1): growth of T per decade of eps = 0.575646 hartree
coefficient b s (s-1)/(2a) = -0.093750 hartree bohr^5/4
x=1e-02 bohr: v-E = -28.7376 hartree, n' = 4.89342 bohr^-2
x=1e-04 bohr: v-E = -9365.63 hartree, n' = 15.015 bohr^-2
x=1e-08 bohr: v-E = -9.37499e+08 hartree, n' = 150 bohr^-2
u(R) = 0.375000 bohr^-1
int_0^R u^2 = 0.655163 bohr^-1
eps=1e-04 bohr: I = 6.4736, g = 7.5000, bound = 3.3750 hartree bohr
eps=1e-04 bohr: int (v-E) n = -7.1212 hartree
eps=1e-08 bohr: I = 73.9699, g = 75.0000, bound = 37.1250 hartree bohr
eps=1e-08 bohr: int (v-E) n = -74.6250 hartree
eps=1e-12 bohr: I = 748.9698, g = 750.0000, bound = 374.6250 hartree bohr
eps=1e-12 bohr: int (v-E) n = -749.6250 hartree
log-log slope of I between 1e-16 and 1e-20 bohr = -0.25001
control alpha=1 (a=b=1): converged I = 1.253473 hartree bohr
3D radial reading: int |v-E|^1.5 d3r = 3.104540 hartree^1.5 bohr^3
v=x^2/2-|x|^-1/2, E=-1 hartree: w(1e-8)=1.071669, w(1e-12)=1.072065 bohr^-1
Gamma(alpha) = 3.625610, G(0) = 1.772454, G(2) = 0.886227
G(s) = 1.089652, G(2s) = 0.906402, G(s+2) = 0.953446, G(2s+2) = 1.133003
C^2 = 0.205839, 1/C^2 = 4.858161 (dimensionless)
global T = 0.305820 hartree = 8.3218 eV
eps=0.1 bohr, no delta: shooting 0.03481, grid 0.03481 hartree
eps=0.1 bohr, with delta: shooting 0.51539, grid 0.51540 hartree
eps=1e-04 bohr: <H_eps> = -1.0430, E0 = -16.6682, -g^2/2 = -28.125 hartree
eps=1e-04 bohr: E0/(-g^2/2) = 0.5926
eps=1e-08 bohr: <H_eps> = -14.9379, E0 = -2577.9, -g^2/2 = -2812.5 hartree
eps=1e-08 bohr: E0/(-g^2/2) = 0.9166
eps=1e-12 bohr: <H_eps> = -153.8794, E0 = -276981, -g^2/2 = -281250 hartree
eps=1e-12 bohr: E0/(-g^2/2) = 0.9848
eps=1e-02 bohr, with g delta: E = 0.5039163, E-1/2 = 3.9163e-03, predicted 3.8595e-03 hartree
eps=1e-04 bohr, with g delta: E = 0.5003858, E-1/2 = 3.8583e-04, predicted 3.8595e-04 hartree
eps=1e-06 bohr, with g delta: E = 0.5000386, E-1/2 = 3.8593e-05, predicted 3.8595e-05 hartree
tests ok
```
